\section*{Grain-boundary resistivity of a metal from parallel delta-function planes, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one boundary to a collision rate}

\subsection{The situation}

A copper line a few tens of nanometres wide has a higher resistivity than a thick piece of the same metal. Part of the increase comes from grain boundaries. An electron that travels about 40 nm between bulk collisions and moves along the line meets a boundary about every 20 nm if the grains are that long, and some of these encounters turn it back. How much resistivity results, given the reflection probability of one boundary and the mean distance between boundaries?

The model keeps the boundaries that lie across the current. They are infinite planes normal to the $x$ axis, at positions $x_n$ with mean spacing $D$, and the current flows along $x$. The electrons are free, with mass $m$, Fermi wavenumber $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. The electronic structure is the same in every grain. Inside a grain, bulk collisions are isotropic, with relaxation time $\tau$ and mean free path $l_0=v_F\tau$. The line has no outer surfaces. Each plane is represented by a potential $S\,\delta(x-x_n)$.

A plane does not vary along $y$ and $z$, so it conserves the wavevector parallel to itself. It also conserves energy. Together these fix $k_x^2$: an electron meeting a plane either keeps $k_x$ or reverses it. The direction of travel enters through
\begin{equation}
\mu=\frac{|k_x|}{k_F},\qquad 0\le\mu\le1 ,
\end{equation}
where $\mu=1$ is normal incidence and $\mu\to0$ is grazing incidence.

\subsection{Simplest case: one plane}

Put the plane at $x=0$ and let $k=|k_x|>0$. The motion along $x$ obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+S\,\delta(x)\,\psi=\frac{\hbar^2k^2}{2m}\,\psi .
\end{equation}
Integrate over a vanishing interval around $x=0$. The right side contributes nothing because $\psi$ is finite, and the other terms give a jump in slope,
\begin{equation}
\psi'(0^+)-\psi'(0^-)=2\gamma\,\psi(0),\qquad \gamma=\frac{mS}{\hbar^2}.
\end{equation}
Take $\psi=e^{ikx}+re^{-ikx}$ on the left and $\psi=te^{ikx}$ on the right. Continuity gives $1+r=t$. The jump condition gives
\begin{equation}
ikt-ik(1-r)=2\gamma t .
\end{equation}
Since $r=t-1$, the bracket is $1-r=2-t$, so that $2ik(t-1)=2\gamma t$, and
\begin{equation}
t=\frac{ik}{ik-\gamma},\qquad r=t-1=\frac{\gamma}{ik-\gamma}.
\end{equation}
The reflection probability is $|r|^2=\gamma^2/(k^2+\gamma^2)$. With $k=\mu k_F$ and
\begin{equation}
s=\frac{\gamma^2}{k_F^2},
\end{equation}
it becomes
\begin{equation}
R(\mu)=\frac{s}{s+\mu^2},\qquad T(\mu)=1-R(\mu)=\frac{\mu^2}{s+\mu^2}.
\end{equation}
The symbol $R$ without an argument will mean $R(1)$, the value at normal incidence. Setting $\mu=1$ gives $R=s/(1+s)$, hence $s=R/(1-R)$. For any direction,
\begin{equation}
\frac{R(\mu)}{1-R(\mu)}=\frac{s}{\mu^2}. \label{odds}
\end{equation}
This holds for a delta barrier of any strength, and it will matter more than $R(\mu)$ itself.

Limits: a vanishing barrier reflects nothing at fixed $\mu>0$, while a grazing electron is reflected with probability approaching one however weak the barrier. The sign of $S$ has no influence, because $\gamma$ enters squared.

As a test, the delta function was replaced by a square barrier of the same area and width $10^{-5}$, in units where $(k,\gamma)$ was $(1,0.42)$, $(0.3,0.42)$ and $(1,2)$. The reflection probabilities agreed with $\gamma^2/(k^2+\gamma^2)$, which is 0.150, 0.662 and 0.800, to within $10^{-4}$.

\subsection{One direction, many planes, no bulk collisions}

Next take electrons of one fixed $\mu$, switch off bulk collisions, and assume that phases between successive planes play no part, so that probabilities combine. Let $a$ and $b$ be the electrochemical potentials of the right-moving and left-moving electrons in one grain, meaning the energies up to which these states are filled. In a steady state with equal spacings, the same quantities in the next grain to the right are $a-V$ and $b-V$, where $V$ is the drop per period.

Right-movers leaving a plane on its right side are either transmitted right-movers from the left or reflected left-movers from the right:
\begin{equation}
a-V=T(\mu)\,a+R(\mu)\,(b-V).
\end{equation}
Insert $T(\mu)=1-R(\mu)$ and cancel $a$ on both sides:
\begin{equation}
-V=-R(\mu)\,a+R(\mu)\,b-R(\mu)V .
\end{equation}
Collecting terms,
\begin{equation}
a-b=\frac{1-R(\mu)}{R(\mu)}\,V=\frac{\mu^2}{s}\,V. \label{ladder}
\end{equation}
The net flow is proportional to $a-b$, so every plane adds a resistance proportional to $R(\mu)/[1-R(\mu)]$, and not to $R(\mu)$. The reason is that the two streams arriving at a plane, $a$ from the left and $b-V$ from the right, differ by $a-b+V$, which exceeds the difference $a-b$ inside a grain; the drop is $V=R(\mu)(a-b+V)$. Equation \eqref{ladder} will serve as a check on the collision rate derived next.

\subsection{Many planes as a perturbation}

Bulk collisions are most easily combined with the planes if the planes also appear as a collision rate. Take a length $L$ along $x$ with $N=L/D$ planes and plane waves normalized to $L$. The matrix element between states with the same parallel wavevector is
\begin{equation}
\langle k_x'|U|k_x\rangle=\frac{S}{L}\sum_{n=1}^{N}e^{i(k_x-k_x')x_n}.
\end{equation}
Averaged over the positions, its squared modulus is $(S^2N/L^2)F(q)$, with $q=k_x-k_x'$ and
\begin{equation}
F(q)=\frac1N\left\langle\left|\sum_n e^{iqx_n}\right|^2\right\rangle .
\end{equation}
The golden rule gives the total rate out of $k_x$ as
\begin{equation}
\frac{2\pi}{\hbar}\,\frac{L}{2\pi}\int dk_x'\;\frac{S^2N}{L^2}\,F(k_x-k_x')\;
\delta\!\left(\frac{\hbar^2(k_x^2-k_x'^2)}{2m}\right).
\end{equation}
The energy delta function equals $(m/\hbar^2|k_x|)$ times $\delta(k_x'-k_x)+\delta(k_x'+k_x)$. The first term leaves the electron in its state and changes no occupation, so it is dropped. The second is reflection. Its rate, with $N/L=1/D$, is
\begin{equation}
W=\frac{mS^2}{\hbar^3D|k_x|}\,F(2k_x).
\end{equation}
Substitute $S=\hbar^2\gamma/m$, which gives $mS^2/\hbar^3=\hbar\gamma^2/m$, and then $|k_x|=\mu k_F$ and $\gamma^2=sk_F^2$:
\begin{equation}
W=\frac{\hbar k_F}{m}\,\frac{s}{D\mu}\,F(2k_x)=\frac{v_F\mu}{D}\;\frac{s}{\mu^2}\;F(2k_x). \label{rate}
\end{equation}
The first factor in the last form is the number of planes met per unit time. The second is the lowest-order reflection probability, since $R(\mu)\simeq s/\mu^2$ for $s\ll\mu^2$. The third describes interference between planes.

\subsection{How irregular must the spacing be?}

Let the successive spacings $d$ be independent, with a Gaussian distribution of mean $D$ and standard deviation $b_0$. Negative spacings must be negligible, so $b_0$ has to be well below $D$. Define
\begin{equation}
\chi=\langle e^{iqd}\rangle=e^{iqD-q^2b_0^2/2}.
\end{equation}
In $F$, each plane paired with itself contributes 1 after division by $N$. Two planes that are $j$ spacings apart contribute $\chi^j$ or its conjugate, because independent averages multiply. There are $N-j$ such pairs, and $(N-j)/N\to1$ for a long row. Hence
\begin{equation}
F=1+2\,\mathrm{Re}\sum_{j=1}^{\infty}\chi^j
=\mathrm{Re}\,\frac{1+\chi}{1-\chi}.
\end{equation}
Multiply numerator and denominator by $1-\chi^*$. The numerator becomes $1-|\chi|^2+(\chi-\chi^*)$, whose last part is imaginary, so
\begin{equation}
F=\frac{1-|\chi|^2}{|1-\chi|^2}. \label{structure}
\end{equation}
For reflection $q=2k_x$, so that $|\chi|=e^{-2k_x^2b_0^2}$.

Two limits show what this means. If $b_0\to0$, then $|\chi|\to1$ and $F\to0$ except where $\chi=1$. A perfectly periodic row does not scatter at random: it has Bloch states, and at the exceptional wavevectors Bragg reflection. If $k_xb_0\gg1$, then $\chi\to0$ and $F\to1$, and the planes reflect independently in the golden-rule rate. Irregularity on the scale of the wavelength along $x$, $2\pi/|k_x|$, suffices. Except near grazing incidence, where this wavelength becomes long, it need not be comparable with $D$.

Equations \eqref{rate} and \eqref{structure} were tested against wave scattering computed without perturbation theory. Rows of 1000 planes with $\gamma/k_x=10^{-3}$ were generated at random, and the total reflection was averaged over 4000 rows and divided by $1000\,(\gamma/k_x)^2$. For $(k_xD,k_xb_0)=(2.0,0.35)$ this gave 0.146, against $F=0.147$. For $(3.4,0.35)$ it gave 1.58 against 1.54, and for $(10,1.5)$ it gave 0.99 against 1.01. The test allowed 8 percent, to cover sampling noise and the finite length of the rows. From here on $F=1$ unless stated otherwise.

\subsection{The Boltzmann equation and a factor of two}

Let an electric field $\mathcal E$ act along $x$ on electrons of charge $-e$. Write the occupation as $f=f_0+g$, where $f_0$ is the Fermi function and $g$ is of first order in $\mathcal E$. Reflection removes electrons from $k_x$ and also brings electrons from $-k_x$ into $k_x$:
\begin{equation}
-Wf(k_x)[1-f(-k_x)]+Wf(-k_x)[1-f(k_x)]=-W[f(k_x)-f(-k_x)].
\end{equation}
The products of two occupations cancel because both processes have the same rate. As $f_0$ is even in $k_x$, this equals $-W[g(k_x)-g(-k_x)]$.

Isotropic bulk collisions drive $g$ toward its average over directions. The field term is odd in $k_x$, and the collision terms preserve this parity, so $g$ is odd and its average vanishes. The bulk term is therefore $-g/\tau$. For odd $g$ we also have $g(-k_x)=-g(k_x)$, and the reflection term becomes $-2Wg$. The stationary equation is
\begin{equation}
-e\mathcal E\,v_x\,\frac{\partial f_0}{\partial\varepsilon}
=-\left(\frac1\tau+2W\right)g .
\end{equation}
The left side is the force $-e\mathcal E$ divided by $\hbar$, times $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$. The solution is
\begin{equation}
g=e\mathcal E\,v_x\,\tau^*\,\frac{\partial f_0}{\partial\varepsilon},\qquad
\frac1{\tau^*}=\frac1\tau+2W=\frac1\tau\left(1+\frac{\alpha}{\mu}\right). \label{taustar}
\end{equation}
Equation \eqref{rate} with $F=1$ gives $2W\tau=2v_F\tau s/(D\mu)$, so
\begin{equation}
\alpha=\frac{2l_0}{D}\,s=2\,\frac{l_0}{D}\,\frac{R}{1-R}. \label{alpha}
\end{equation}

The factor 2 has a plain meaning. One reflection turns momentum $+\hbar k_x$ into $-\hbar k_x$, a loss of $2\hbar k_x$, whereas an isotropic bulk collision loses $\hbar k_x$ on average. Dropping the electrons that arrive from $-k_x$ would halve $\alpha$. The parameter can also be written without the 2, as $\alpha=(l_0/D)R_c/(1-R_c)$. The two forms describe the same curve if
\begin{equation}
\frac{R_c}{1-R_c}=\frac{2R}{1-R}, \label{Rc}
\end{equation}
but then $R_c$ is not the probability that a delta plane reflects a normally incident electron. It is an average over directions: weighting each direction by its flux $2\mu\,d\mu$, \eqref{odds} gives $\int_0^1 2\mu\,[T(\mu)/R(\mu)]\,d\mu=1/(2s)=(1-R_c)/R_c$. The form without the 2 is the customary one, so reflection coefficients fitted with it correspond to $R_c$ and not to $R$.

Equation \eqref{ladder} offers a check. Without bulk collisions, electrons of one $\mu$ under a mean electrochemical gradient $V/D$ have a right-moving excess $u$, in energy units, fixed by
\begin{equation}
2Wu=v_F\mu\,\frac VD .
\end{equation}
With $W=v_Fs/(D\mu)$ this gives $u=\mu^2V/(2s)$. The left-moving electrons have the deficit $-u$, so the difference between the two is $2u=\mu^2V/s$, in agreement with \eqref{ladder}. That result used the full reflection probability. The lowest-order rate therefore reproduces the incoherent series of delta planes even when reflection is strong, because the quantity that adds in series is $R(\mu)/[1-R(\mu)]$, and by \eqref{odds} this equals $s/\mu^2$.

\section{From the collision rate to the resistivity}

\subsection{What is carried over}

Planes normal to the current have mean spacing $D$. One plane reflects an electron with $|k_x|=\mu k_F$ with probability $R(\mu)=s/(s+\mu^2)$, where $s=R/(1-R)$ and $R=R(1)$. The bulk mean free path is $l_0=v_F\tau$. For irregular spacings without phase memory, the relaxation time of the current-carrying distribution obeys
\begin{equation}
\frac1{\tau^*(\mu)}=\frac1\tau\left(1+\frac\alpha\mu\right),\qquad
\alpha=2\,\frac{l_0}{D}\,\frac{R}{1-R}. \label{start}
\end{equation}
The bulk resistivity and conductivity are $\rho_0$ and $\sigma_0$; with planes they are $\rho$ and $\sigma$.

The reflection probability of one plane has been turned into a collision rate, and with bulk collisions this gives the direction-dependent relaxation time \eqref{start}. It remains to sum over directions to obtain the resistivity, to compare it with a calculation that keeps the planes sharp, and to apply it to a copper-like line.
